# Determinant Ratios for the Nonlocal Pseudopotential Energy in Variational Monte Carlo

## Form of the ratio from antisymmetry

Take $n$ electrons of one spin in $n$ real orbitals $\phi_j$, with the Slater matrix $A_{ij}=\phi_j(\mathbf r_i)$: rows are electrons, columns are orbitals. Electron $i$ is moved to $\mathbf r'$ while the others stay. Each term of the determinant $D=\det A$ contains one factor from row $i$, so the new determinant is linear in the new row. For $D\ne0$ the ratio must therefore have the form

$$\rho_i(\mathbf r')=\frac{D(\mathbf r_i\to\mathbf r')}{D}=\sum_{j=1}^n\phi_j(\mathbf r')\,x_j ,$$

with coefficients $x_j$ that do not depend on $\mathbf r'$.

Two facts fix them. If $\mathbf r'=\mathbf r_i$, nothing has changed and the ratio is 1. If $\mathbf r'=\mathbf r_k$ with $k\ne i$, two rows are equal and antisymmetry makes the ratio 0. Together,

$$\sum_j A_{kj}x_j=\delta_{ki},\qquad k=1,\dots,n .$$

These are the equations for column $i$ of the inverse $M=A^{-1}$. Hence $x_j=M_{ji}$ and

$$\boxed{\rho_i(\mathbf r')=\sum_{j=1}^n\phi_j(\mathbf r')M_{ji}} \tag{1}$$

The displacement may be of any size. The dimensions agree, since $M$ carries the inverse unit of the orbitals. Replacing the orbitals by independent linear combinations, $\phi\to\phi T$, changes $A$ to $AT$ and $M$ to $T^{-1}M$, and leaves (1) unchanged. The orbitals need not be orthogonal or normalized.

## From the nonlocal operator to ratios

The trial function is $\Psi=e^{-U}D_\uparrow D_\downarrow$, with $N=2n$ electrons and $U=\sum_{a<b}u(r_{ab})$. Algebra is in atomic units. The nonlocal formulas contain no kinetic energy, so they hold equally with lengths in angstrom and energies in eV.

Let $\mathbf R_I$ be an ion, $s=|\mathbf r_i-\mathbf R_I|$ and $\Omega=(\mathbf r_i-\mathbf R_I)/s$. The nonlocal potential multiplies the angular-momentum component $l$ about the ion by $v_l(s)$, the difference between channel $l$ and the local potential. It is taken to vanish for $s\ge r_c$; for potentials fitted by Gaussians this is a truncation of small tails, not an exact property. The projection onto $l$ has the kernel

$$\sum_m Y_{lm}(\Omega)Y_{lm}^*(\Omega')=\frac{2l+1}{4\pi}P_l(\Omega\cdot\Omega')$$

by the addition theorem. Applying it to $\Psi$ and dividing by $\Psi$ gives

$$E_{\rm NL}=\sum_{i,I}\sum_l v_l(s)\,(2l+1)\int\frac{d\Omega'}{4\pi}\,P_l(\Omega\cdot\Omega')\,
\frac{\Psi(\mathbf r_i\to\mathbf R_I+s\Omega')}{\Psi}. \tag{2}$$

The electron is compared with other places on the sphere through its present position. The radius stays fixed because $v_l$ acts at a given $s$.

The angular mean is replaced by $N_q$ directions $\Omega_q$ with weights $w_q$, where $\sum_qw_q=1$. With $\mathbf r_q=\mathbf R_I+s\Omega_q$, one electron–ion pair within the cutoff, called a visit below, contributes

$$E_{iI}=\sum_q K_q\,\rho_i(\mathbf r_q)\,J_q,\qquad
K_q=w_q\sum_l(2l+1)v_l(s)P_l(\Omega\cdot\Omega_q). \tag{3}$$

The determinant of the other spin cancels in the ratio. In $U$, all pairs without electron $i$ cancel, which leaves

$$J_q=e^{U_{\rm old}-U_{\rm new}}=\exp\Big[\sum_{k\ne i}\big(u(|\mathbf r_i-\mathbf r_k|)-u(|\mathbf r_q-\mathbf r_k|)\big)\Big].$$

This sum runs over both spins. The old part is the same for all $q$.

The points $\mathbf r_q$ are trial positions. Neither the stored positions nor $M$ may be changed by them, and one column of $M$ serves every visit of electron $i$.

## What the quadrature leaves out

Expand the wave-function ratio on the sphere in spherical harmonics of degree $l'$. The exact integral with $P_l$ keeps $l'=l$. A rule exact to polynomial degree $d$ reproduces this for $l+l'\le d$; higher components can leak in. The six vertices of an octahedron with equal weights have $d=3$, and the twelve vertices of an icosahedron have $d=5$. For a ratio that is smooth at the ion, the component $l'$ begins as $s^{l'}$, so the leakage falls quickly at small radius.

A random rotation $Q$ of the whole rule removes the bias at a fixed configuration. If $Q$ is uniformly distributed, each $Q\Omega_q$ is uniform on the sphere. For any integrable function $f$,

$$\Big\langle\sum_qw_qf(Q\Omega_q)\Big\rangle_Q=\sum_qw_q\int\frac{d\Omega'}{4\pi}f(\Omega')=\int\frac{d\Omega'}{4\pi}f(\Omega').$$

Here $f$ includes the Legendre factor, whose direction $\Omega$ stays fixed. One rotation may be shared by all visits, because the mean of a sum is the sum of the means. The scatter between rotations remains and adds to the statistical noise.

## Updating the inverse after an accepted move

A real move replaces row $i$ for good. Define $b_k=\sum_m\phi_m(\mathbf r')M_{mk}$, so that $b_i=\rho$ is the ratio (1). The new inverse is

$$M'_{jk}=M_{jk}-\frac{M_{ji}}{\rho}\,(b_k-\delta_{ik}). \tag{4}$$

To prove it, multiply by the new matrix $A'$. For an unchanged row $l\ne i$,

$$\sum_jA_{lj}M'_{jk}=\delta_{lk}-\frac{\delta_{li}}{\rho}(b_k-\delta_{ik})=\delta_{lk}.$$

For the new row,

$$\sum_j\phi_j(\mathbf r')M'_{jk}=b_k-\frac{\rho}{\rho}(b_k-\delta_{ik})=\delta_{ik}.$$

Thus $A'M'=1$, and for square matrices this makes $M'$ the inverse.

## Pseudocode

A sweep consists of $N$ attempted one-electron moves, here followed by one energy evaluation.

```
for each electron i:                 # moves
    propose r' symmetrically about r_i
    p   = orbital values at r'
    rho = dot(p, column i of M[spin])
    J   = exp(U_old - U_new)
    with probability min(1, (rho*J)^2):
        b = p M[spin];  b[i] -= 1
        M[spin] -= outer(column i of M[spin] / rho, b)
        r_i = r'

E = 0                                # nonlocal energy
rotate all directions by one random rotation
for each electron i:
    m = column i of M[spin]
    for each ion I with s = |r_i - R_I| < r_c:
        for each direction q:
            r_q = R_I + s*Omega_q
            p   = orbital values at r_q
            E  += K_q * dot(p, m) * exp(U_old - U_new)
```

The index $i$ in a column of $M$ is the row of the electron within its own spin block. In the outer product, column $i$ must be read before it is overwritten.

## Cost per sweep

One multiplication or division counts as one product. Additions, distance searches and exponentials are left out of this count. Let $c$ be the number of visits per electron, $a$ the acceptance, and $K$ the number of basis functions that matter at a point. The orbitals are $\phi_j=\sum_\alpha g_\alpha C_{\alpha j}$, so $n$ orbital values cost $Kn$ products once the $g_\alpha$ are known. There are $cNN_q$ quadrature points, and therefore

- determinant ratios cost $cNN_q\,n$ products;
- orbital values at the quadrature points cost $cNN_q\,Kn$;
- inverse updates cost $aN(2n^2+n)$, from $n^2$ products for $b$, $n$ divisions by $\rho$ and $n^2$ products for the outer product.

With $n=N/2$ and bounded $c$, the ratios grow as $N^2$. The orbital values also grow as $N^2$ if $K$ is bounded. If every basis function is evaluated at every point, $K\propto N$ and they grow as $N^3$. The pair factors need $O(N)$ terms per point, hence $O(N^2)$ in all. The attempted moves need $N(K+1)n$ products before any update. The sweep as a whole is cubic because of the updates.

The alternative is a fresh determinant at each point. When elimination has $m$ rows left below the pivot, it makes $m$ divisions and $m^2$ multiplications. The diagonal then needs $n-1$ more:

$$\sum_{m=1}^{n-1}(m+m^2)+(n-1)
=\frac{n(n-1)}2+\frac{(n-1)n(2n-1)}6+(n-1)
=\frac{(n-1)(n^2+n+3)}3 .$$

Multiplied by $cNN_q$ points, this grows as $N^4$.

Updates overtake the products spent on ratios and quadrature orbitals when

$$cNN_qn(K+1)=aN(2n^2+n).$$

Division by $Nn$ gives $cN_q(K+1)=a(2n+1)=a(N+1)$, or

$$N_\times=\frac{cN_q(K+1)}a-1. \tag{5}$$

If the energy is evaluated only every $p$ sweeps, the left side is divided by $p$ and the crossover moves to smaller $N$.

The linearity of (1) allows a further saving. Inserting the basis expansion in (3) and reordering the finite sums gives

$$E_{iI}=\sum_j\Big[\sum_\alpha\Big(\sum_qK_qJ_q\,g_\alpha(\mathbf r_q)\Big)C_{\alpha j}\Big]M_{ji}.$$

With the same $K$ functions kept for the whole sphere, and the factors $K_qJ_q$ known, a visit then costs $N_qK+Kn+n$ products instead of $N_q(K+1)n$. In this order the individual ratios are not formed. They are kept if the coefficients are contracted with the inverse column first: $y_\alpha=\sum_jC_{\alpha j}M_{ji}$ costs $Kn$ products, and each ratio $\rho_i(\mathbf r_q)=\sum_\alpha g_\alpha(\mathbf r_q)\,y_\alpha$ then costs $K$, so all $N_q$ ratios of a visit cost $N_qK+Kn$. Equation (5) and the counts below are for the direct form (3); either reordering moves the crossover to smaller $N$.

## A worked configuration

The model is a straight chain of $N$ ions along $x$, 2.5 Å apart, with one electron per ion. The orbitals are

$$\phi_j(\mathbf r)=\sum_{\alpha=1}^N\sqrt{\tfrac{2}{N+1}}\,\sin\frac{\pi\alpha j}{N+1}\;
e^{-|\mathbf r-\mathbf R_\alpha|^2/(2w^2)},\qquad j=1,\dots,n,$$

with $w=0.9$ Å. The pair function is $u(r)=0.5\,e^{-r/b}$ with $b=1$ Å. The two nonlocal channels are $v_l(s)=V_l(1-s^2/r_c^2)^2$ for $s<r_c=1.5$ Å, with $V_0=20$ eV and $V_1=8$ eV. These are round parameters. The pair function has slope $-0.5/b$ at $r=0$, so the wave function has an electron–electron cusp, but its size is the same for both spin pairings and is not matched to the Coulomb cusp conditions. The mismatch does not affect the ratio formulas, and no kinetic energy is computed. The pair factor does change the angular content of the ratio, and with it the quadrature scatter quoted below.

For eight electrons, 60 Metropolis sweeps with each coordinate displaced uniformly within ±0.4 Å gave a configuration with 10 visits, so the twelve-point rule needs 120 ratios. Electron 5, the first of spin down, lies 0.8099 Å from ion 2. There $v_0=10.040$ eV and $v_1=4.016$ eV.

The first icosahedral direction is perpendicular to the chain. The four orbital values and the four entries of the inverse column give

$$\begin{aligned}
\rho={}&0.21015\times0.92354+0.31970\times1.39715\\
&+0.27808\times1.09136+0.10834\times0.47350\\
={}&0.19408+0.44667+0.30348+0.05130=0.99553 .
\end{aligned}$$

The cosine between the old and new directions is 0.7665, so

$$K_1=\frac{10.040+3\times4.016\times0.7665}{12}=1.606\ {\rm eV}.$$

The pair factor is 1.0141, and the point contributes $1.606\times0.9955\times1.0141\approx1.62$ eV.

The first four directions all have $x=0$, and all four determinant ratios are 0.99553. The reason is the geometry of this model. The orbitals depend on $x$ and on the distance from the axis. On a sphere centred on the axis, $x$ fixes that distance, so points with equal $x$ have equal orbital values. The pair factors differ, because the other electrons are not on the axis.

The three groups of four icosahedral points contribute

$$3.329+3.379+3.354=10.062\ {\rm eV}.$$

One point contributes $-0.081$ eV: its cosine is $-0.916$, and the p term there outweighs the s term in $K_q$. A negative kernel is legitimate, since $K_q$ is not a probability.

All ten visits together give 37.094 eV with the unrotated twelve-point rule. A product rule with 16 Gauss–Legendre points in the polar cosine and 32 equally spaced azimuths, 512 points in all, gives 37.163 eV, or 1.3657 hartree. The twelve-point value is 0.19% lower than this reference.

Over 600 random rotations, the twelve-point energies have a standard deviation of 0.037 eV and a mean of 37.1600 ± 0.0015 eV. The six-point energies have a standard deviation of 0.28 eV and a mean of 37.176 ± 0.012 eV. The uncertainties are standard errors. The means differ from the reference by 2.0 and 1.1 standard errors respectively, which is compatible with the absence of bias. For this configuration, doubling the number of points reduces the scatter by a factor between 7 and 8. The ratio from these 600 rotations is 7.6 with a statistical uncertainty of a few tenths; 12,000 rotations give 0.280 and 0.036 eV, a ratio of 7.9. The factor depends on the wave function: without the pair factor it is about 13.

## Measured work on longer chains

For the cost, each number in the determinant, orbital and update arithmetic was given a counter that advances at every multiplication or division. Chains of 24, 48, 96 and 192 electrons were first run for 60 sweeps. The counts were then averaged over 8, 4, 2 and 1 sweeps, each with one twelve-point energy evaluation. Gaussians centred more than 9 Å from the ion being visited were dropped. The nearest dropped centre is 10 Å from that ion, hence more than 8.5 Å from any quadrature point, where the Gaussian is below $10^{-19}$.

In thousands of products per sweep:

| $N$ | Ratios | Orbitals | Updates | Fresh determinants |
|---:|---:|---:|---:|---:|
| 24 | 3.53 | 23.3 | 5.96 | 171 |
| 48 | 11.9 | 79.8 | 44.1 | 2,290 |
| 96 | 49.2 | 338 | 338 | 37,900 |
| 192 | 204 | 1,410 | 2,820 | 627,000 |

The last column is the counted cost of one elimination times the number of quadrature points. Least-squares lines through the logarithms give the powers 1.96, 1.99, 2.96 and 3.96 of $N$, in the order of the columns.

The ratio count is $12cN\cdot N/2=6cN^2$, so its departure from the power 2 comes from $c$ alone. The measured $c$ was 1.02, 0.86, 0.89 and 0.92 from the shortest to the longest chain. These few configurations do not separate a trend with size from ordinary fluctuation.

At $N=192$ the sweep had $c=0.922$, $a=0.792$ and $K=6.94$. Equation (5) gives

$$N_\times=\frac{0.922\times12\times7.94}{0.792}-1\approx110 .$$

The table agrees: ratios and orbitals together cost slightly more than the updates at 96 electrons and less at 192. This crossover belongs to the model and the chosen step size. It also ignores exponentials, memory traffic and the different speeds of matrix operations, so it does not predict a crossover in running time.

At 192 electrons, one fresh determinant costs about 3,100 times as many products as one dot product. Both methods need the orbital values. With these included, the energy evaluation by dot products needs about 390 times fewer products.

## Stability

Suppose rounding has left a residual $E=AM-1$. Repeat the proof of (4) with this imperfect $M$, taking $\rho=b_i$ from the same $M$. The new row again gives $\delta_{ik}$, because $b_k$ and $\rho$ cancel as before. For the other rows,

$$E'_{lk}=E_{lk}-\frac{E_{li}}{\rho}(b_k-\delta_{ik}),\qquad l\ne i .$$

An accepted move of electron $i$ therefore erases the old residual of row $i$, apart from new rounding. The residual of row $l$ evolves within that row and can be amplified by small $\rho$ until electron $l$ itself moves. In the eight-electron run, the largest difference between the updated and a freshly computed inverse after 60 sweeps was $3\times10^{-16}$ of the largest entry. This is consistent with the erasure, but a $4\times4$ block says little about large or ill-conditioned matrices.

A practical guard is to evaluate $\sum_jA_{lj}M_{jk}-\delta_{lk}$ for the electron that has gone longest without an accepted move. This costs $n^2$ products. One row is an indicator, not a bound, because new rounding reaches every row. In single-precision updates of a $48\times48$ block of this chain, that row held the largest residual in only about one sweep in ten. The worst row was typically twice as large and occasionally about thirty times as large, so the threshold needs a margin. If the residual is too large, $M$ should be recomputed. A fresh inverse costs $O(n^3)$, so even one per sweep leaves the cubic order unchanged.

## Failure modes

**Nodes.** Equation (1) needs $D\ne0$. At a small distance $x$ from a node, $\Psi\propto x$, while the numerator in (2) is in general finite, so $E_{\rm NL}\propto1/x$. Sampling with $\Psi^2\propto x^2$ keeps the mean and the variance finite near a regular node, since $x^2\cdot x^{-2}$ is integrable. The fourth moment contains $x^2\cdot x^{-4}$ and diverges. Estimates of the variance therefore converge slowly, and occasional large energies are not by themselves evidence of a faulty inverse.

**Lost signs.** A Metropolis step uses the squared ratio, but (3) uses the ratio itself. Code that stores $\ln|\Psi|$ must carry the sign separately.

**Wrong column or spin block.** Setting $\mathbf r'=\mathbf r_i$ must give 1, and setting it to the position of another electron of the same spin must give 0. These two evaluations expose a transposed inverse or a wrong index at a cost of $n$ products each.

**More than one changed row.** With backflow coordinates, the argument of every orbital row can depend on all electrons. Moving one electron then changes several rows, and the linearity behind (1) is lost. A low-rank or full determinant calculation is needed instead.

**Unbounded neighbourhoods.** The quadratic count assumes that $c$ stays bounded as the system grows. At fixed density and fixed $r_c$ this is reasonable. Enlarging $r_c$ with the system, or compressing the ions without limit, would invalidate it.

**An electron at an ion.** At $s=0$ the direction $\Omega$ is undefined. All points on the sphere then coincide and the angular mean of $P_l$ vanishes for $l>0$. For a smooth wave function and channels $v_l$ that are finite at $s=0$, as in this model, the s term alone remains. Some core potentials, LANL2DZ among them, have channels that grow as $s^{-2}$; there both the s and the p term diverge as $s\to0$ and this limit does not apply. An implementation can treat this case separately and avoid the division by $s$.
